# Vibrational Density of States from the Mass-Weighted Velocity Autocorrelation: a numerical check

```python
# Result under test: for classical harmonic motion in thermal equilibrium,
#   g(w) = 1/(pi kT) * integral of C(t) exp(-i w t) dt over all t,
#   C(t) = sum_i m_i <v_i(0) v_i(t)>,
# has a peak of unit area at every normal-mode frequency, so that its area
# over w >= 0 is the number of modes (a zero mode included).
# Symbols: m masses, K force constants, kT thermal energy, E = hbar w.
# Internal units: eV, angstrom, fs; mass in eV fs^2/angstrom^2.
# The spectrum comes from Newtonian trajectories in Cartesian coordinates;
# the reference comes from diagonalizing the mass-weighted force constants.
import itertools
import numpy as np
from scipy import constants as const

hbar = const.hbar / const.e * 1e15
mass_unit = const.atomic_mass * 1e10 / const.e
ev_to_cm = const.e / (const.h * const.c * 100)

masses_u = np.array([10.0, 20.0, 30.0])
m = masses_u * mass_unit
k1, k2 = 30.0, 50.0
kT = 0.03
K = np.array([[k1, -k1, 0.0], [-k1, k1 + k2, -k2], [0.0, -k2, k2]])
n_modes = len(m)
width = 0.004
t_max = 1000.0
energy = np.linspace(0.0, 0.25, 501)
regions = [(0, 100), (100, 260), (260, 500)]


def run(x, v, dt, steps):
    """Velocity Verlet; returns velocities[step, trajectory, atom]."""
    x, v = x.copy(), v.copy()
    force_to_acc = -K / m[None, :]
    acc = x @ force_to_acc
    out = np.empty((steps + 1,) + v.shape)
    out[0] = v
    for step in range(1, steps + 1):
        v += 0.5 * dt * acc
        x += dt * v
        acc = x @ force_to_acc
        v += 0.5 * dt * acc
        out[step] = v
    return out


def thermal_start(z):
    """Map unit-variance variables z[trajectory, 5] to thermal x and v."""
    s1 = z[:, 0] * np.sqrt(kT / k1)
    s2 = z[:, 1] * np.sqrt(kT / k2)
    x = np.column_stack([np.zeros(len(z)), s1, s1 + s2])
    return x, z[:, 2:] * np.sqrt(kT / m)


def correlate(vel, weights):
    """Average over trajectories of sum_i weights_i v_i(0) v_i(t)."""
    return np.einsum('tni,ni,i->t', vel, vel[0], weights) / vel.shape[1]


def spectrum(corr, dt, sigma):
    """Windowed cosine transform, as a density per eV."""
    t = dt * np.arange(len(corr))
    f = corr * np.exp(-0.5 * (sigma * t / hbar) ** 2) * dt
    f[0] *= 0.5
    f[-1] *= 0.5
    cosines = np.cos(np.outer(energy, t) / hbar)
    return 2 / (np.pi * kT * hbar) * (cosines @ f)


def integrate(y):
    return float(np.sum(y[1:] + y[:-1]) * 0.5 * (energy[1] - energy[0]))


def integrate_region(y, region):
    a, b = region
    return float(np.sum(y[a + 1:b + 1] + y[a:b]) * 0.5 * (energy[1] - energy[0]))


def peak_areas(g):
    return np.array([integrate_region(g, r) for r in regions])


# Reference: normal modes by diagonalization
D = K / np.sqrt(np.outer(m, m))
eigval, modes = np.linalg.eigh(D)
assert abs(eigval[0]) < 1e-12
omega = np.sqrt(np.clip(eigval, 0.0, None))
omega[0] = 0.0
mode_energy = hbar * omega

# Hand formula for the two nonzero squared frequencies
coef_sum = k1 * (1 / m[0] + 1 / m[1]) + k2 * (1 / m[1] + 1 / m[2])
coef_prod = k1 * k2 * m.sum() / m.prod()
root = np.sqrt(coef_sum ** 2 - 4 * coef_prod)
hand = np.array([(coef_sum - root) / 2, (coef_sum + root) / 2])
assert np.allclose(hand, eigval[1:], rtol=1e-10)

# Canonical average: all sign choices of one standard deviation are exact
# for a quadratic function of independent Gaussian variables
dt = 0.1
signs = np.array(list(itertools.product((-1.0, 1.0), repeat=5)))
vel = run(*thermal_start(signs), dt, int(round(t_max / dt)))
corr = correlate(vel, m)
assert abs(corr[0] / kT - n_modes) < 1e-10
times = dt * np.arange(1001)
cos_sum = np.cos(np.outer(times, omega)).sum(axis=1)
# tolerance: phase error of the finite time step
assert np.max(np.abs(corr[:1001] / kT - cos_sum)) < 2e-3

# Random thermal sample checks the 32-point average (statistical tolerance)
rng = np.random.default_rng(7)
n_random = 20000
vel_random = run(*thermal_start(rng.standard_normal((n_random, 5))), dt, 200)
corr_random = correlate(vel_random, m)
random_dev = np.max(np.abs(corr_random - corr[:201])) / kT
assert random_dev < 0.08

# Spectrum from trajectories against Gaussians at the diagonalized energies
g_md = spectrum(corr, dt, width)


def gauss(e):
    return np.exp(-0.5 * (e / width) ** 2) / (width * np.sqrt(2 * np.pi))


g_ref = sum(gauss(energy - e) + gauss(energy + e) for e in mode_energy)
curve_dev = np.max(np.abs(g_md - g_ref))
assert curve_dev < 0.2  # peaks are near 100 per eV; time-step shift remains
areas = peak_areas(g_md)
assert np.allclose(areas, 1.0, atol=1e-3)
total = integrate(g_md)
assert abs(total - n_modes) < 1e-3
centers = np.array([integrate_region(energy * g_md, r) / integrate_region(g_md, r)
                    for r in regions[1:]])
assert np.allclose(centers, mode_energy[1:], atol=2e-5)

# The total area does not depend on the window width
total_wide = integrate(spectrum(corr, dt, 2 * width))
assert abs(total_wide - n_modes) < 1e-3

# Removing the centre-of-mass velocity removes the zero mode
vel_internal = vel - (vel @ m / m.sum())[:, :, None]
areas_internal = peak_areas(spectrum(correlate(vel_internal, m), dt, width))
assert np.allclose(areas_internal, [0.0, 1.0, 1.0], atol=1e-3)

# Without mass weights the areas are wrong in a predictable way
corr_plain = correlate(vel, np.ones(3))
areas_plain = peak_areas(spectrum(corr_plain * n_modes * kT / corr_plain[0], dt, width))
plain_formula = n_modes * (modes ** 2 / m[:, None]).sum(axis=0) / (1 / m).sum()
assert np.allclose(areas_plain, plain_formula, atol=2e-3)
assert np.max(np.abs(areas_plain - 1)) > 0.1

# Time average over one trajectory: areas follow the conserved mode energies
dt_long, t_long = 0.2, 20000.0
x0, v0 = thermal_start(np.ones((1, 5)))
long_vel = run(x0, v0, dt_long, int(round(t_long / dt_long)))[:, 0, :]
flat = (long_vel * np.sqrt(m)).ravel()
n_lags = int(round(t_max / dt_long)) + 1
n_origins = len(long_vel) - n_lags + 1
corr_single = np.array([flat[:3 * n_origins] @ flat[3 * lag:3 * (lag + n_origins)]
                        for lag in range(n_lags)]) / n_origins
areas_single = peak_areas(spectrum(corr_single, dt_long, width))
q0 = modes.T @ (np.sqrt(m) * x0[0])
qdot0 = modes.T @ (np.sqrt(m) * v0[0])
single_formula = 0.5 * (qdot0 ** 2 + omega ** 2 * q0 ** 2) / kT
single_formula[0] = qdot0[0] ** 2 / kT
# tolerance: finite averaging time and time step
assert np.allclose(areas_single, single_formula, atol=5e-3)
assert np.max(np.abs(areas_single - 1)) > 0.1

print("Masses (u):", *masses_u)
print("Springs k1, k2 (eV/angstrom^2):", k1, k2)
print("Thermal energy kT (eV):", kT)
print(f"Mass unit 1 u (eV fs^2/angstrom^2): {mass_unit:.4f}")
print(f"hbar (eV fs): {hbar:.6f}")
print(f"Sum of nonzero omega^2 (fs^-2): {coef_sum:.6f}")
print(f"Product of nonzero omega^2 (fs^-4): {coef_prod:.6e}")
print(f"Nonzero omega^2, hand formula (fs^-2): {hand[0]:.6f} {hand[1]:.6f}")
print(f"Nonzero omega (rad/fs): {omega[1]:.5f} {omega[2]:.5f}")
for k in range(3):
    print(f"Mode {k}: energy (eV) {mode_energy[k]:.5f}; squared components",
          *[f"{c:.4f}" for c in modes[:, k] ** 2])
print("Vibrations, diagonalization (cm^-1):",
      *[f"{e * ev_to_cm:.1f}" for e in mode_energy[1:]])
print("Thermal trajectories:", len(signs), "; time step (fs):", dt,
      "; length (fs):", t_max)
for t in (0, 10, 20):
    i = int(round(t / dt))
    print(f"C/kT at {t} fs, trajectories and cosine sum (no unit):",
          f"{corr[i] / kT:.3f} {cos_sum[i]:.3f}")
print("Random thermal sample, number of trajectories:", n_random)
print(f"Largest C/kT deviation of random sample, 0-20 fs: {random_dev:.3f}")
print("Gaussian standard deviation in energy (eV):", width)
print("Peak centres from trajectories (eV):", *[f"{c:.5f}" for c in centers])
print(f"Largest spectrum deviation (1/eV): {curve_dev:.3f}")
print(f"Largest value of reference spectrum (1/eV): {g_ref.max():.2f}")
print("Region borders for peak areas (eV):",
      *[f"{energy[i]:.2f}" for i in (0, 100, 260, 500)])
print("Peak areas, mass-weighted (modes):", *[f"{a:.3f}" for a in areas])
print(f"Total area (modes): {total:.3f}")
print(f"Total area with doubled width (modes): {total_wide:.3f}")
print("Peak areas, total momentum removed (modes):",
      *[f"{abs(a):.3f}" for a in areas_internal])
print("Peak areas without masses, trajectories (modes):",
      *[f"{a:.3f}" for a in areas_plain])
print("Peak areas without masses, formula (modes):",
      *[f"{a:.3f}" for a in plain_formula])
print("Single trajectory: length (fs):", t_long, "; time step (fs):", dt_long)
print("Peak areas, single trajectory (modes):",
      *[f"{a:.3f}" for a in areas_single])
print("Peak areas, from its mode energies (modes):",
      *[f"{a:.3f}" for a in single_formula])
print(f"Total area, single trajectory (modes): {areas_single.sum():.3f}")
print("checks complete")
```

It prints:

```
Masses (u): 10.0 20.0 30.0
Springs k1, k2 (eV/angstrom^2): 30.0 50.0
Thermal energy kT (eV): 0.03
Mass unit 1 u (eV fs^2/angstrom^2): 103.6427
hbar (eV fs): 0.658212
Sum of nonzero omega^2 (fs^-2): 0.083621
Product of nonzero omega^2 (fs^-4): 1.396413e-03
Nonzero omega^2, hand formula (fs^-2): 0.023057 0.060564
Nonzero omega (rad/fs): 0.15185 0.24610
Mode 0: energy (eV) 0.00000; squared components 0.1667 0.3333 0.5000
Mode 1: energy (eV) 0.09995; squared components 0.5739 0.0475 0.3786
Mode 2: energy (eV) 0.16198; squared components 0.2595 0.6192 0.1214
Vibrations, diagonalization (cm^-1): 806.1 1306.5
Thermal trajectories: 32 ; time step (fs): 0.1 ; length (fs): 1000.0
C/kT at 0 fs, trajectories and cosine sum (no unit): 3.000 3.000
C/kT at 10 fs, trajectories and cosine sum (no unit): 0.275 0.275
C/kT at 20 fs, trajectories and cosine sum (no unit): 0.214 0.213
Random thermal sample, number of trajectories: 20000
Largest C/kT deviation of random sample, 0-20 fs: 0.015
Gaussian standard deviation in energy (eV): 0.004
Peak centres from trajectories (eV): 0.09995 0.16199
Largest spectrum deviation (1/eV): 0.062
Largest value of reference spectrum (1/eV): 199.47
Region borders for peak areas (eV): 0.00 0.05 0.13 0.25
Peak areas, mass-weighted (modes): 1.000 1.000 1.000
Total area (modes): 3.000
Total area with doubled width (modes): 3.000
Peak areas, total momentum removed (modes): 0.000 1.000 1.000
Peak areas without masses, trajectories (modes): 0.818 1.184 0.997
Peak areas without masses, formula (modes): 0.818 1.184 0.997
Single trajectory: length (fs): 20000.0 ; time step (fs): 0.2
Peak areas, single trajectory (modes): 2.865 1.063 0.004
Peak areas, from its mode energies (modes): 2.865 1.063 0.004
Total area, single trajectory (modes): 3.933
checks complete
```
